# Gauge-parameter cancellation in one-loop electron–muon scattering: a program that tests the result

```python
"""Gauge-parameter cancellation in one-loop electron-muon scattering.

Result under test: the parts of the amplitude that depend on xi cancel in
three groups: (electron vertex + legs), (muon vertex + legs), (box + crossed).
Metric (+,-,-,-); vertex -i e gamma^mu; eta = 1 - xi.
Photon: -i g/(k^2-lam^2) + i L(k^2) k k, where
L = eta * [1/(k^2-lam^2)^2 - 1/(k^2-Lam^2)^2].
lam, Lam: infrared and ultraviolet regulators; energies in MeV.
All diagram values are fractions of the tree amplitude.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

alpha = constants.fine_structure
e = np.sqrt(4 * np.pi * alpha)
m_e = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0]
m_mu = constants.physical_constants["muon mass energy equivalent in MeV"][0]
lam, Lam = 10.0, 1000.0
p_cm, theta = 50.0, np.pi / 3

# Dirac matrices with upper index
g = np.array([1.0, -1.0, -1.0, -1.0])
I2, Z2x2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gamma = np.array([np.block([[I2, Z2x2], [Z2x2, -I2]]).astype(complex)]
                 + [np.block([[Z2x2, s], [-s, Z2x2]]) for s in pauli])


def square(v):
    return np.sum(v * v * g, axis=-1)


def slash(v):
    return np.einsum("...a,aij->...ij", v * g, gamma)


def prop(v, m):
    """(pslash + m)/(p^2 - m^2); the factor i is kept outside."""
    return (slash(v) + m * np.eye(4)) / (square(v) - m**2)[..., None, None]


def spinor(p, m, seed):
    u = (slash(p) + m * np.eye(4)) @ np.array(seed, dtype=complex)
    return u / np.linalg.norm(u)


def long_shape(k2, low):
    """L(k^2) for eta = 1."""
    return 1 / (k2 - low**2)**2 - 1 / (k2 - Lam**2)**2


# Elastic kinematics in the centre-of-mass frame
n_in = np.array([0.0, 0.0, 1.0])
n_out = np.array([np.sin(theta), 0.0, np.cos(theta)])
E_e, E_mu = np.hypot(p_cm, m_e), np.hypot(p_cm, m_mu)
p1, p2 = np.r_[E_e, p_cm * n_in], np.r_[E_e, p_cm * n_out]
P1, P2 = np.r_[E_mu, -p_cm * n_in], np.r_[E_mu, -p_cm * n_out]
q = p2 - p1
Q = np.sqrt(-square(q))
u1, u2 = spinor(p1, m_e, [1, .3, 0, 0]), spinor(p2, m_e, [1, .5j, 0, 0])
U1, U2 = spinor(P1, m_mu, [1, -.4, 0, 0]), spinor(P2, m_mu, [1, .2, 0, 0])
u2bar, U2bar = u2.conj() @ gamma[0], U2.conj() @ gamma[0]
J_e = np.einsum("i,aij,j->a", u2bar, gamma, u1)
J_mu = np.einsum("i,aij,j->a", U2bar, gamma, U1)
tree = (-1j * e)**2 * (-1j) / (square(q) - lam**2) * np.sum(J_e * g * J_mu)

# Conserved currents: no xi term in tree and vacuum-polarization graphs
conservation = max(abs(np.sum(J * g * q)) / (np.linalg.norm(J) * Q)
                   for J in (J_e, J_mu))
assert conservation < 1e-12

# Euclidean integral of L for eta = 1, by quadrature and in closed form
J_E = quad(lambda t: np.exp(4 * t) * long_shape(-np.exp(2 * t), lam)
           / (8 * np.pi**2), np.log(1e-3), np.log(1e8),
           epsabs=1e-13, limit=300)[0]
log_form = alpha / (4 * np.pi) * np.log(Lam**2 / lam**2)
assert abs(e**2 * J_E / log_form - 1) < 1e-7

# Vertex diagrams: longitudinal photon across the current
rng = np.random.default_rng(5)
k_random = rng.normal(size=(6, 4)) * 40


def vertex_fraction(pin, pout, m, u, ubar, current):
    ks = slash(k_random)
    left = np.einsum("i,nij,njk->nk", ubar, ks, prop(pout - k_random, m))
    right = np.einsum("nij,njk,k->ni", prop(pin - k_random, m), ks, u)
    V = np.einsum("ni,aij,nj->na", left, gamma, right)
    assert np.max(abs(V - current)) < 1e-9 * np.max(abs(current))
    ratio = np.mean(V @ current.conj()) / np.sum(abs(current)**2)
    rules = (-1j * e)**2 * 1j**2 * 1j
    value = rules * ratio * 1j * J_E
    assert abs(value.imag) < 1e-10
    return value.real


vert_e = vertex_fraction(p1, p2, m_e, u1, u2bar, J_e)
vert_mu = vertex_fraction(P1, P2, m_mu, U1, U2bar, J_mu)


# Leg factors: integrate the self-energy at rest with pslash -> W < m
def self_energy(W, m, low):
    step, n_ang = 0.1, 400
    kap = np.exp(np.arange(np.log(1e-3 * low), np.log(1e9), step))[:, None]
    chi = ((np.arange(n_ang) + 0.5) * np.pi / n_ang)[None, :]
    k0, k3 = 1j * kap * np.cos(chi), kap * np.sin(chi)
    # upper component of kslash (pslash - kslash + m) kslash
    a = (W - k0 + m) * k0 + k3 * k3
    b = -k3 * k0 + (m - W + k0) * k3
    numerator = k0 * a - k3 * b
    denominator = (W - k0)**2 - k3**2 - m**2
    measure = (4 * np.pi * kap**4 * np.sin(chi)**2 / (2 * np.pi)**4
               * step * np.pi / n_ang)
    integral = 1j * np.sum(measure * long_shape(-kap**2, low)
                           * numerator / denominator)
    return (1j * (-1j * e)**2 * 1j * 1j * integral).real


def leg_factor(m):
    """Mass shift and slope of Sigma, extrapolated to W = m."""
    scale = min(m, lam)
    x = 0.04 * np.arange(1, 9)
    values = [self_energy(m - scale * xi_, m, lam) for xi_ in x]
    coef = np.linalg.solve(np.vander(x, increasing=True), values)
    return coef[0], -coef[1] / scale


shift_e, leg_e = leg_factor(m_e)
shift_mu, leg_mu = leg_factor(m_mu)
for m, shift, leg, vert in ((m_e, shift_e, leg_e, vert_e),
                            (m_mu, shift_mu, leg_mu, vert_mu)):
    assert abs(shift) < 1e-5 * m * abs(leg)      # extrapolation accuracy
    assert abs(leg / log_form - 1) < 1e-4        # extrapolation accuracy
    assert abs(leg + vert) < 1e-4 * abs(vert)

# Order of limits: stay 1 MeV below the muon shell and send lam to zero
small = (1e-3, 1e-4)
off_slope = [self_energy(m_mu - 1.0, m_mu, s) / (-1.0) for s in small]
small_log = [alpha / (4 * np.pi) * np.log(Lam**2 / s**2) for s in small]
assert abs(off_slope[1] - off_slope[0]) < 0.02 * (small_log[1] - small_log[0])

# Muon line with two photons: both orderings are needed, and the mass shell
Lmu = np.einsum("i,aij->aj", U2bar, gamma)
Rmu = np.einsum("aij,j->ai", gamma, U1)
Le = np.einsum("i,aij->aj", u2bar, gamma)
Re = np.einsum("aij,j->ai", gamma, u1)


def muon_orderings(k, m):
    """Tensors [sigma for l, rho for k]: uncrossed and crossed."""
    l = q - k
    direct = np.einsum("si,nij,rj->nsr", Lmu, prop(P1 - k, m), Rmu,
                       optimize=True)
    crossed = np.einsum("ri,nij,sj->nsr", Lmu, prop(P1 - l, m), Rmu,
                        optimize=True)
    return direct, crossed


def ward_residual(m):
    a, b = [np.einsum("nsr,nr->ns", M, k_random * g)
            for M in muon_orderings(k_random, m)]
    return np.max(abs(a + b)) / np.max(abs(a))


ward_on, ward_off = ward_residual(m_mu), ward_residual(m_mu + 1.0)
assert ward_on < 1e-9 and ward_off > 1e-4

# Boxes: explicit matrices integrated over Wick-rotated loop momentum
step, n_ang = 0.05, 60
kap, chi = np.meshgrid(np.exp(np.arange(np.log(0.03), np.log(1e6), step)),
                       (np.arange(n_ang) + 0.5) * np.pi / n_ang,
                       indexing="ij")
kap, chi = kap.ravel(), chi.ravel()
measure = (4 * np.pi * kap**4 * np.sin(chi)**2 / (2 * np.pi)**4
           * step * np.pi / n_ang)
qhat = q / Q
y_axis = np.array([0.0, 1.0, 0.0])
axes = np.array([[1j, 0, 0, 0], np.r_[0, y_axis],
                 np.r_[0, np.cross(qhat[1:], y_axis)]])
rotation = np.linalg.qr(rng.normal(size=(3, 3)))[0]
directions = np.vstack([rotation @ axes, -rotation @ axes])
boxes = np.zeros((2, 2), dtype=complex)   # [box/crossed, eta/eta^2]
for n in directions:                      # exact average of quadratic terms
    k = kap[:, None] * (np.cos(chi)[:, None] * qhat
                        + np.sin(chi)[:, None] * n)
    l = q - k
    k2, l2 = square(k), square(l)
    Lk, Ll = long_shape(k2, lam), long_shape(l2, lam)
    Dk, Dl = 1 / (k2 - lam**2), 1 / (l2 - lam**2)
    T_e = np.einsum("ai,nij,bj->nab", Le, prop(p1 + k, m_e), Re,
                    optimize=True)
    ek = np.einsum("nab,nb->na", T_e, k * g)
    el = np.einsum("nab,na->nb", T_e, l * g)
    for j, T_mu in enumerate(muon_orderings(k, m_mu)):
        mk = np.einsum("nab,nb->na", T_mu, k * g)
        ml = np.einsum("nab,na->nb", T_mu, l * g)
        linear = ((1j * Lk) * (-1j * Dl) * np.sum(ek * g * mk, axis=1)
                  + (1j * Ll) * (-1j * Dk) * np.sum(el * g * ml, axis=1))
        double = ((1j * Lk) * (1j * Ll) * np.sum(ek * l * g, axis=1)
                  * np.sum(mk * l * g, axis=1))
        boxes[j] += [np.sum(measure * linear) / 6,
                     np.sum(measure * double) / 6]
boxes *= 1j * (-1j * e)**4 * 1j**2 / tree
assert np.max(abs(boxes.imag)) < 1e-8 * np.max(abs(boxes))
boxes = boxes.real


# The same box coefficients from one-parameter integrals
def b_int(mass):
    return quad(lambda x: (1 - x) / (x * (1 - x) * Q**2 + x * lam**2
                + (1 - x) * mass**2), 0, 1, epsabs=1e-14)[0] / (16 * np.pi**2)


def a_int(m1, m2):
    return quad(lambda x: x * (1 - x) / (x * (1 - x) * Q**2 + x * m2**2
                + (1 - x) * m1**2), 0, 1, epsabs=1e-14)[0] / (32 * np.pi**2)


b = b_int(lam) - b_int(Lam)
a = a_int(lam, lam) - 2 * a_int(lam, Lam) + a_int(Lam, Lam)
formula = e**2 * (Q**2 + lam**2) * np.array([2 * b, -a])
assert np.allclose(boxes[0], formula, rtol=1e-6, atol=0)
assert np.allclose(boxes[0], -boxes[1], rtol=1e-8, atol=0)

print(f"electron mass = {m_e:.6f} MeV")
print(f"muon mass = {m_mu:.5f} MeV")
print(f"fine-structure constant = {alpha:.9f}")
print(f"centre-of-mass momentum = {p_cm:.1f} MeV")
print(f"scattering angle = {np.degrees(theta):.1f} degrees")
print(f"momentum transfer Q = {Q:.4f} MeV")
print(f"regulators lam, Lam = {lam:.1f}, {Lam:.1f} MeV")
print(f"current conservation residual = {conservation:.1e}")
print(f"ln(Lam^2/lam^2) = {np.log(Lam**2 / lam**2):.6f}")
print(f"alpha/(4 pi) = {alpha / (4 * np.pi):.6e}")
print(f"closed-form leg factor, eta=1 = {log_form:.6e}")
print(f"integrated electron leg factor, eta=1 = {leg_e:.6e}")
print(f"integrated muon leg factor, eta=1 = {leg_mu:.6e}")
print(f"mass shifts e, mu, eta=1 = {shift_e:.1e}, {shift_mu:.1e} MeV")
print(f"b = {b:.6e} MeV^-2")
print(f"a = {a:.6e} MeV^-2")
print(f"box coefficient of eta, matrices = {boxes[0, 0]:.6e}")
print(f"box coefficient of eta, formula = {formula[0]:.6e}")
print(f"box coefficient of eta^2, matrices = {boxes[0, 1]:.6e}")
print(f"box coefficient of eta^2, formula = {formula[1]:.6e}")
print(f"two-ordering residual, muon on shell = {ward_on:.1e}")
print(f"same, propagator mass raised 1 MeV = {ward_off:.1e}")
print("Muon Sigma/(W-m) at W = m - 1 MeV, eta=1, against the log formula:")
for s, slope, lg in zip(small, off_slope, small_log):
    print(f"  lam = {s:.0e} MeV: {slope:.6e}; log formula {lg:.6e}")
for xi in (0.0, 3.0):
    eta = 1 - xi
    pair = boxes @ np.array([eta, eta**2])
    parts = [eta * vert_e, eta * leg_e, eta * vert_mu, eta * leg_mu,
             pair[0], pair[1]]
    total = sum(parts)
    assert abs(total) < 1e-4 * max(abs(v) for v in parts)
    print(f"xi = {xi:.0f}: gauge parts in units of 10^-3 of the tree")
    names = ("electron vertex", "electron legs", "muon vertex",
             "muon legs", "box", "crossed box")
    for name, value in zip(names, parts):
        print(f"  {name} = {1e3 * value:+.5f}")
    print(f"  without leg factors = {1e3 * (total - parts[1] - parts[3]):+.5f}")
    print(f"  size of full sum = {1e3 * abs(total):.1e}")
print("finished without a failed check")
```

It prints:

```
electron mass = 0.510999 MeV
muon mass = 105.65838 MeV
fine-structure constant = 0.007297353
centre-of-mass momentum = 50.0 MeV
scattering angle = 60.0 degrees
momentum transfer Q = 50.0000 MeV
regulators lam, Lam = 10.0, 1000.0 MeV
current conservation residual = 1.5e-16
ln(Lam^2/lam^2) = 9.210340
alpha/(4 pi) = 5.807049e-04
closed-form leg factor, eta=1 = 5.348489e-03
integrated electron leg factor, eta=1 = 5.348489e-03
integrated muon leg factor, eta=1 = 5.348487e-03
mass shifts e, mu, eta=1 = 6.7e-19, -3.9e-10 MeV
b = 7.741791e-06 MeV^-2
a = 9.539617e-07 MeV^-2
box coefficient of eta, matrices = 3.691645e-03
box coefficient of eta, formula = 3.691645e-03
box coefficient of eta^2, matrices = -2.274466e-04
box coefficient of eta^2, formula = -2.274466e-04
two-ordering residual, muon on shell = 3.4e-15
same, propagator mass raised 1 MeV = 2.9e-01
Muon Sigma/(W-m) at W = m - 1 MeV, eta=1, against the log formula:
  lam = 1e-03 MeV: 7.284499e-03; log formula 1.604547e-02
  lam = 1e-04 MeV: 7.284504e-03; log formula 1.871971e-02
xi = 0: gauge parts in units of 10^-3 of the tree
  electron vertex = -5.34849
  electron legs = +5.34849
  muon vertex = -5.34849
  muon legs = +5.34849
  box = +3.46420
  crossed box = -3.46420
  without leg factors = -10.69698
  size of full sum = 2.7e-06
xi = 3: gauge parts in units of 10^-3 of the tree
  electron vertex = +10.69698
  electron legs = -10.69698
  muon vertex = +10.69698
  muon legs = -10.69697
  box = -8.29308
  crossed box = +8.29308
  without leg factors = +21.39396
  size of full sum = 5.3e-06
finished without a failed check
```
